# Why Some Pitches Print Poorly Under Off-Axis Illumination

## Definitions and conventions

The mask is a one-dimensional array of equal bright slots in an opaque film. All lengths are quoted at the wafer: slot width $w$, pitch $P$, wavelength $\lambda$ and numerical aperture NA. The mask is thin, the light scalar and the lens free of aberrations. Intensity is measured relative to a large clear area.

A source point at fraction $\sigma$ of the pupil radius illuminates the mask with a plane wave of spatial frequency $s=\sigma\,\mathrm{NA}/\lambda$. Different source points are mutually incoherent, so their intensities are averaged; this average is written $\langle\dots\rangle$. The pupil function $H(g)$ is 1 for $|g|\le \mathrm{NA}/\lambda$ and 0 outside, at best focus. Two abbreviations are used:

$$p=\frac{P\,\mathrm{NA}}{\lambda},\qquad \mathrm{sinc}(t)=\frac{\sin \pi t}{\pi t}.$$

Print quality is measured by the normalised image log-slope at the nominal edge,

$$\mathrm{NILS}=w\left|\frac{d\ln I}{dx}\right|_{x=w/2}.$$

Changing the dose multiplies $I$ by a constant and leaves NILS unchanged. Exposure latitude here means the intensity difference between the edge positions for widths $0.9w$ and $1.1w$, divided by the intensity at the nominal edge. To leading order it is the total dose range for a ±10 % width change, about 10 % times NILS.

A forbidden pitch is a pitch at which NILS has a local minimum, with slot width and source held fixed. The word marks a poor process window, not a physical prohibition.

## Neighbours and diffraction orders are one description

One slot has the spectrum $T(f)=w\,\mathrm{sinc}(wf)$. Tilted illumination shifts frequency $f$ to pupil position $f+s$. With the common carrier phase removed, the slot's image field is

$$u_s(x)=\int T(f)H(f+s)e^{2\pi i f x}\,df .$$

The array field is the sum of such fields, centred at $mP$:

$$E_s(x)=\sum_m u_s(x-mP)=\int T(f)H(f+s)e^{2\pi i f x}\sum_m e^{-2\pi i f mP}\,df .$$

The last sum equals $(1/P)\sum_n\delta(f-n/P)$, so

$$E_s(x)=\frac1P\sum_n T(n/P)\,H(n/P+s)\,e^{2\pi i n x/P}.$$

Discrete orders therefore belong to the array. A single neighbour has a continuous spectrum. "The neighbours interfere destructively" and "the orders fall at unfavourable pupil positions" are two readings of the same sum.

Writing $E_s=u_s+v_s$, where $v_s$ is the field of all the neighbours, gives

$$I=\langle|u_s|^2\rangle+2\,\mathrm{Re}\langle u_s^*v_s\rangle+\langle|v_s|^2\rangle .$$

The middle term can be negative. The last cannot.

## When the neighbours subtract

Take slots narrow enough that $T(f)\approx w$ over the captured frequencies. Substituting $g=f+s$,

$$u_s(x)=w\,e^{-2\pi i s x}\int_{-\mathrm{NA}/\lambda}^{\mathrm{NA}/\lambda}e^{2\pi i g x}dg=\frac{2w\,\mathrm{NA}}{\lambda}\,e^{-2\pi i s x}\,\mathrm{sinc}\!\left(\frac{2\,\mathrm{NA}\,x}{\lambda}\right).$$

At the centre of the main slot, the neighbours at $\pm mP$ have opposite tilt phases, which combine into a cosine. Relative to the isolated slot,

$$\frac{E_s(0)}{u_s(0)}=1+2\sum_{m\ge1}\mathrm{sinc}(2mp)\cos(2\pi\sigma mp).$$

The order sum gives the same quantity in closed form. Each captured order contributes $w/P$, so $K$ captured orders give $wK/P$. Dividing by $u_s(0)=2w\,\mathrm{NA}/\lambda$,

$$\frac{E_s(0)}{u_s(0)}=\frac{K}{2p}.$$

Order $n$ is captured when $|\sigma+n/p|\le1$, that is, when $-(1+\sigma)p\le n\le(1-\sigma)p$. Hence

$$K=1+\lfloor(1-\sigma)p\rfloor+\lfloor(1+\sigma)p\rfloor .$$

The pupil has width 2 in units of its radius and the orders are spaced by $1/p$, so on average $2p$ orders fit. The neighbours subtract at the centre when $K<2p$: the comb of orders lies so that fewer than the average number pass.

## Why the edge suffers

A weaker peak could be repaired with dose, but a weaker log-slope could not. For captured orders with real amplitudes $a_n$ and frequencies $f_n$, let $A=\sum_n a_n$. Then

$$|E_s|^2=\sum_{n,k}a_na_k\cos[2\pi(f_n-f_k)x]\approx A^2\left(1-4\pi^2V x^2\right).$$

Here $V$ is the variance of the frequencies with weights $a_n/A$. The step uses $\cos\theta\approx1-\theta^2/2$ and the fact that the weighted mean of $(f_n-f_k)^2$ is $2V$. The curvature of $-\ln I$ at the centre is therefore $8\pi^2V$: a sharp image needs a wide spread of captured frequencies.

For $K$ equal orders spaced by $1/P$, $V=(K^2-1)/(12P^2)$. For an isolated narrow slot the pupil is filled uniformly over a width $2\,\mathrm{NA}/\lambda$, so $V=\mathrm{NA}^2/(3\lambda^2)$. The ratio of curvatures is

$$R=\frac{K^2-1}{4p^2}.$$

If $K<2p$, then $K^2-1<4p^2$ and $R<1$. Destructive addition at the centre thus implies a less sharp image than that of an isolated slot, in this narrow-slot, single-source-point model.

The converse fails. With two captured orders $R=3/(4p^2)$, which is below 1 once $p>\sqrt3/2\approx0.87$, while the centre becomes destructive at $p>1$. At $p=0.93$ and $\sigma=0.6$, a direct sum over neighbouring slots gives a centre field of 1.075 and a curvature of 0.868, both relative to an isolated slot. The neighbours brighten the peak and still blunt it. Destructive addition is a sufficient sign of trouble, not a necessary one.

For large pitch, the formula for $K$ keeps $|K-2p|\le1$. Both ratios then tend to 1 and the isolated image is recovered.

## Where the bad pitches lie

While $K$ is fixed, $R$ falls as $1/P^2$: the same orders crowd together and the fringes coarsen. When another order enters, $R$ jumps up. The worst pitch in each interval is therefore just below an entry.

For $\sigma>1/3$, order $-2$ enters before order $+1$. Its condition is $2/p-\sigma=1$, so for a single source point the first minimum lies just below

$$P=\frac{2\lambda}{\mathrm{NA}(1+\sigma)} .$$

A pole of finite width admits the new order gradually, starting from its outer edge $\sigma_\mathrm{out}$. Suppose a fraction $\phi$ of the source points captures three orders and the rest two. Each point's curvature is weighted by its centre intensity, proportional to $K^2$, so

$$R=\frac{1}{4p^2}\,\frac{4\cdot3(1-\phi)+9\cdot8\,\phi}{4(1-\phi)+9\phi}=\frac{1}{4p^2}\,\frac{12+60\phi}{4+5\phi}.$$

At small $\phi$, $\ln R$ gains $(5-1.25)\phi=3.75\phi$. For poles covering $|\sigma|=0.5$ to $0.7$, $\phi=(1.7-2/p)/0.2$. Its derivative at the entry, $p=2/1.7=1.176$, is $10/p^2=7.2$. The gain is then 27 per unit of $p$, against a loss of $2/p=1.7$ from the prefactor. For these fairly narrow poles the minimum consequently sits at the first entry:

$$P_1=\frac{2\lambda}{\mathrm{NA}(1+\sigma_\mathrm{out})}.$$

The same entry argument for order $-3$ suggests a second minimum at $P_2=3\lambda/[\mathrm{NA}(1+\sigma_\mathrm{out})]$.

## How large: 80 nm slots at 193 nm

Take $\lambda=193$ nm, NA = 0.75, $w=80$ nm and these poles. Then $\lambda/\mathrm{NA}=257.3$ nm and

$$P_1=\frac{2(257.3)}{1.7}=302.7\ \mathrm{nm},\qquad P_2=\frac{3(257.3)}{1.7}=454.1\ \mathrm{nm}.$$

A scan in 1 nm steps, using the full slot spectrum, finds the corresponding minima at 302 and 454 nm. The slots are not truly narrow here, since $T$ falls to about 0.6 of its central value at the far end of the captured range, but the entry positions do not depend on $T$.

At best focus the results are:

- Symmetric dense pitch, 214.4 nm: NILS 1.52, latitude 15.2 %.
- Forbidden pitch, 302 nm: NILS 0.73, latitude 7.3 %.
- Isolated slot: NILS 1.28, latitude 12.8 %.

The forbidden value can be checked by hand. At 302 nm every source point captures two orders, with amplitudes

$$a_0=\frac wP=0.265,\qquad a_1=\frac{\sin(\pi w/P)}{\pi}=0.235.$$

The intensity is $a_0^2+a_1^2+2a_0a_1\cos(2\pi x/P)$. At the edge the cosine's argument is $\theta=\pi w/P=0.832$, so

$$\mathrm{NILS}=\frac{2\theta\,(2a_0a_1)\sin\theta}{a_0^2+a_1^2+2a_0a_1\cos\theta}=\frac{1.664(0.1247)(0.739)}{0.1256+0.0840}=0.73 .$$

The neighbour picture shows the same loss. Relative to the isolated intensity at the same place, interference contributes −0.206 at the centre and −0.102 at the edge. Adding the neighbours' own intensity leaves totals of 0.80 and 0.92. The centre is lowered more than the edge, so the profile is flattened.

The nearest pair supplies −0.081 of the centre interference and the second pair −0.103. Distance weakens the second pair, but its tilt phase is less favourable: at the pole centre $\cos(2\pi\sigma mp)$ is about −0.28 for $m=1$ and −0.84 for $m=2$. A nearest-neighbour estimate would miss more than half of the effect.

If the same slot images at 302 nm are added as intensities, NILS is 1.28, equal to the isolated value at this precision. Interference, rather than overlap of intensity tails, causes the loss.

## Coherence is the root cause

For narrow slots, averaging the interference of pair $m$ over poles of centre $\sigma_c$ and half-width $\delta$ replaces the cosine by

$$\cos(2\pi\sigma_cmp)\,\mathrm{sinc}(2\delta mp).$$

At the slot centre, the sign of the interference is that of this expression times $\mathrm{sinc}(2mp)$, so it depends on both tilt and pitch. The angular spread limits its reach. Off-axis light is not required: on axis the cosine is 1, but $\mathrm{sinc}(2mp)$ can itself be negative. Pitches from 190 to 700 nm are scanned unless noted; at still shorter pitches NILS eventually falls to zero, because only one order passes. Within the scan, the lowest NILS, divided by the isolated NILS for the same source, is:

- 0.57 at 302 nm for the two poles;
- 0.61 at 468 nm for an on-axis source with $|\sigma|<0.1$, scanned from 290 to 700 nm;
- about 0.80 near 258 nm for a filled line source with $|\sigma|<0.7$ (the 200 source points used in the output give 0.794; exact integration over the source gives 0.80).

The small on-axis source has its own bad pitch, again at $2\lambda/[\mathrm{NA}(1+\sigma_\mathrm{out})]=468$ nm. The filled source has a shallower dip. The formula still marks a local minimum near 303 nm, with ratio 0.86, but the lowest point lies near $\lambda/\mathrm{NA}=257$ nm; the formula gives the lowest point for the two narrow sources above, not for this wide one. Compared with the small on-axis source, the off-axis poles move the dip to a shorter pitch. They also print the dense 214.4 nm pitch with a high log-slope, whereas the on-axis source passes only one order there and forms no fringes.

## Defocus

Defocus $z$ gives the pupil position $g$ the phase $2\pi z\sqrt{\lambda^{-2}-g^2}$. For a source point $s$ and its two captured orders the phase difference is

$$\Phi=2\pi z\left[\sqrt{\lambda^{-2}-s^2}-\sqrt{\lambda^{-2}-(s-1/P)^2}\right].$$

The two poles give fringes $\cos(2\pi x/P+\Phi)$ and $\cos(2\pi x/P-\Phi)$. Their average is $\cos\Phi\cos(2\pi x/P)$, so the modulation is multiplied by $\cos\Phi$. The phase vanishes when the orders are symmetric, $s-1/P=-s$, or $P=\lambda/(2\sigma\,\mathrm{NA})$. For $\sigma=0.6$ this is the 214.4 nm pitch.

At 302 nm and 150 nm defocus, the pole centre has $|\Phi|=0.434$ rad and $\cos\Phi=0.907$. NILS falls by 6.5 % to 0.69, compared with a 1.7 % fall at the dense pitch. The isolated slot loses more, 12.8 %, but still has NILS 1.11. At this defocus the forbidden pitch is poor mainly because of its best-focus image; defocus adds a smaller loss. At larger defocus the worst pitch moves upward, to about 320 nm (NILS 0.48) at 250 nm defocus and about 340 nm (NILS below 0.1) at 300 nm. There the newly admitted order lies near the pupil edge, where the defocus phase is largest. The entry formulas locate the bad pitch at best focus and modest defocus only.

## What to do about it

**Do not expect dose, bias or assist slots to rescue a two-order image.** Any symmetric thin mask of period $P$ can change just the two captured amplitudes. With modulation $C=2a_0a_1/(a_0^2+a_1^2)\le1$, and the bright fringe on the slot,

$$\mathrm{NILS}=\frac{2\theta\,C\sin\theta}{1+C\cos\theta}\le2\theta\tan\frac{\theta}{2}.$$

The bound follows because the expression rises with $C$. At 302 nm and a printed width of 80 nm it is 0.74, and the plain slots already reach 0.73. The fringe contrast is nearly full; the fringe period is too coarse. This limit applies at best focus while each source point passes two orders.

**Admit another order, or move the pitch.** For all source points to capture order $-2$ at 302 nm, the inner pole edge must satisfy $\sigma_\mathrm{in}\ge2/p-1=0.70$. This moves the problem: with $\sigma_\mathrm{out}=0.9$ the formula places the next minimum at 271 nm. The gain is a best-focus gain: an order admitted near the pupil edge dephases quickly with defocus. The source should be chosen against the full list of pitches in the layout and the required focus range.

**Treat the forbidden pitch as the lowest point of a band.** In the narrow-slot model, sharpness drops below the isolated value from $P=0.87\,\lambda/\mathrm{NA}$, here about 223 nm, and worsens up to 303 nm. It then recovers as the poles gradually admit the new order, passing the isolated value again near 319 nm. For the 80 nm slots, NILS is below the isolated value from about 233 to 323 nm. A layout rule that removes a few nanometres around the minimum leaves most of this band in place. Pitches above it are not all safe: a second, wider and shallower band runs from about 369 to 650 nm and contains the minimum at 454 nm.

## How far the model reaches

The wavelength is that of ArF lithography, and the aperture and pole settings are rough typical values for a dry exposure tool. The slot is demanding: $w\,\mathrm{NA}/\lambda=0.31$. Several omitted effects were sized at the forbidden pitch, one at a time, against the best-focus NILS of 0.732:

- In a resist of index 1.7 (rough), unpolarised light gives 0.717, and light polarised across the slots 0.700.
- A resist blur of 10 nm standard deviation (rough) gives 0.723.
- Poles extending to $|\sigma_y|=0.3$ along the slots put the minimum at 303 nm, with NILS about 0.73 (the third digit depends on the source sampling).
- Geometric shadowing by a 70 nm absorber (rough), at fourfold reduction, narrows the slot by 2 nm and gives 0.733.

None of these appreciably raises the low NILS at this pitch. The thin-mask assumption is the least secure: the slot on the mask is 1.66 wavelengths wide, and geometric shadowing does not replace a rigorous calculation of mask diffraction. That correction, lens aberrations and full resist chemistry have not been sized. They can change order amplitudes and phases, so a production pitch rule needs a calibrated model or wafer data. The numerical output below gives the values to further digits.

## Values computed for the example and the checks

```
wavelength 193 nm; NA 0.75; slot width 80 nm
poles: |sigma| 0.5 to 0.7; centre 0.6
wavelength/NA 257.3 nm; slot width*NA/wavelength 0.311
narrow slots, real-space sums relative to isolated slot:
 p 0.93, sigma 0.6, K 2: centre field 1.075, curvature 0.868
 p 1.10, sigma 0.6, K 2: centre field 0.909, curvature 0.620
 p 1.70, sigma 0.6, K 3: centre field 0.882, curvature 0.692
 p 1.80, sigma 0.0, K 3: centre field 0.833, curvature 0.617
 p 2.90, sigma 0.6, K 6: centre field 1.034, curvature 1.040
finite slots: slot sum vs order sum, relative error 5.0e-04
first forbidden pitch: scan 302 nm, predicted 302.7 nm
second minimum: scan 454 nm, predicted 454.1 nm, NILS 0.839
symmetric dense pitch 214.4 nm
dense: NILS 1.524, latitude 15.21 %, centre intensity 0.4441 of clear field
 at 150 nm defocus: NILS 1.499, loss 1.7 %
forbidden: NILS 0.732, latitude 7.32 %, centre intensity 0.2503 of clear field
 at 150 nm defocus: NILS 0.685, loss 6.5 %
isolated: NILS 1.278, latitude 12.75 %, centre intensity 0.3111 of clear field
 at 150 nm defocus: NILS 1.114, loss 12.8 %
at forbidden pitch, relative to isolated intensity at same place:
 centre: interference -0.2062, neighbours alone +0.0107, total 0.8045
 edge: interference -0.1017, neighbours alone +0.0200, total 0.9183
 centre interference from nearest pair -0.0805, second pair -0.1034
incoherent addition at forbidden pitch: NILS 1.279
minimum NILS/isolated NILS, two poles: 0.573
 on-axis |sigma|<0.1: 0.613 at 468 nm (scan from 290 nm)
 filled |sigma|<0.7: 0.794 at 258 nm
two-order phase at forbidden pitch, pole centre: -0.434 rad
 modulation factor cos(phase): 0.907
neglected effects at forbidden pitch, best focus:
 resist index 1.7 (rough): TM NILS 0.700, unpolarised NILS 0.717
 resist blur 10 nm standard deviation (rough): NILS 0.723; isolated 1.238
 pole height |sigma_y|<0.3: minimum at 303 nm, NILS 0.727
 absorber 70 nm (rough), mask reduction 4: shadow 1.98 nm at wafer, NILS 0.733
 slot width on mask/wavelength: 1.66
```
